# Solute Mixing in a Nanowire Droplet: Well-Mixed Limit and First Correction: a program that tests the result

```python
"""
Result under test: a droplet of extent L and solute diffusivity D mixes within
t_mix = L^2/D, and a layer grown in t_layer causes a relative concentration drop
    dc/c ~ [n_s h / (c L)] * (t_mix / t_layer),
which is tiny for a 50 nm droplet and a layer lasting 0.1 s.
n_s: solute atoms per volume of crystal, h: layer thickness,
c: mean solute atoms per volume of liquid, R = L/2: radius of a hemispherical drop.
Numerical checks use finite volumes in a hemisphere with R = 1 and D = 1.
Rough example: As dissolved in a Ga droplet on a GaAs nanowire.
"""
import numpy as np
from scipy.constants import k as k_B
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.optimize import brentq
from scipy.special import eval_legendre


def hemisphere(r_edges, n_theta, m):
    """Volumes and diffusion matrix for patterns varying as cos(m*phi)."""
    theta = np.linspace(0, np.pi / 2, n_theta + 1)
    d_theta = theta[1] - theta[0]
    theta_mid = (theta[1:] + theta[:-1]) / 2
    r_mid = (r_edges[1:] + r_edges[:-1]) / 2
    dr = np.diff(r_edges)
    cap = -np.diff(np.cos(theta))
    volume = np.outer(np.diff(r_edges**3) / 3, cap)
    index = np.arange(volume.size).reshape(volume.shape)
    matrix = np.zeros((volume.size, volume.size))

    def link(a, b, g):
        a, b, g = a.ravel(), b.ravel(), g.ravel()
        matrix[a, a] += g
        matrix[b, b] += g
        matrix[a, b] -= g
        matrix[b, a] -= g

    link(index[:-1], index[1:], np.outer(r_edges[1:-1]**2 / np.diff(r_mid), cap))
    link(index[:, :-1], index[:, 1:],
         np.outer(dr, np.sin(theta[1:-1])) / d_theta)
    every = index.ravel()
    matrix[every, every] += m**2 * np.outer(dr, d_theta / np.sin(theta_mid)).ravel()
    return volume, matrix, cap


def steady(matrix, source):
    """Steady profile for a balanced source, with zero sum over cells."""
    n = source.size
    return np.linalg.solve(matrix + np.ones((n, n)) / n,
                           source.ravel()).reshape(source.shape)


# ---- inputs ----
L = 50.0                      # nm
D_si = 1e-9                   # m^2/s
D = D_si * 1e18 / 1e6         # nm^2/us
t_layer = 0.1e6               # us
n_liquid, fraction = 50.0, 0.01
n_s, h = 22.0, 0.33           # nm^-3, nm
R = L / 2
c = n_liquid * fraction

# ---- closed slab, all solute starting at one face ----
n = 200
slab = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
slab[0, 0] = slab[-1, -1] = 1
rates, modes = eigh(slab * n**2)
start = np.zeros(n)
start[0] = n                  # mean value is one
after = modes @ (np.exp(-rates) * (modes.T @ start))
uneven = after[0] - after[-1]
uneven_formula = 4 * np.exp(-np.pi**2)
assert abs(uneven / uneven_formula - 1) < 0.01   # grid error is far below 1 %
slab_decay = L**2 / (np.pi**2 * D)

# ---- slowest decay in the hemisphere ----
x1 = brentq(lambda x: (2 - x**2) * np.sin(x) - 2 * x * np.cos(x), 1.5, 2.5)
nr, nt = 36, 28
edges = np.linspace(0, 1, nr + 1)
lowest = []
for m in (0, 1, 2):
    volume, matrix, cap = hemisphere(edges, nt, m)
    w = 1 / np.sqrt(volume.ravel())
    values = np.linalg.eigvalsh(matrix * np.outer(w, w))
    lowest.append(values[1] if m == 0 else values[0])
assert abs(lowest[1] / x1**2 - 1) < 0.01         # second-order grid error
assert lowest[1] < lowest[0] and lowest[1] < lowest[2]
tau = R**2 / (x1**2 * D)
tau_axial = R**2 / (lowest[0] * D)
t_mix = L**2 / D
assert tau < t_mix and slab_decay < t_mix

# ---- steady drop: even supply at cap, even removal at base ----
volume, matrix, cap = hemisphere(edges, nt, 0)
source = np.zeros(volume.shape)
source[-1] += 0.5 * cap
source[:, -1] -= np.diff(edges**2) / 2
profile = steady(matrix, source)
surface = profile[-1] + 0.5 * (edges[-1] - edges[-2]) / 2
spread = max(surface.max(), profile.max()) - profile.min()   # in units J R / D
# independent value: harmonic series for cap pole minus base centre
node, weight = np.polynomial.legendre.leggauss(80)
node, weight = (node + 1) / 2, weight / 2
series = 1 - sum((2 * l + 1) * np.sum(weight * node * eval_legendre(l, node)) / l
                 for l in range(2, 81, 2))
assert abs(spread - series) < 0.02               # extrema lie half a cell away
assert spread < L / R                            # J L / D is a cautious estimate

# ---- abrupt start reaches the steady profile within L^2/D ----
steps = 200
dt = (L / R)**2 / steps
vol = volume.ravel()
factor = lu_factor(np.diag(vol / dt) + matrix)
state = np.zeros(vol.size)
for _ in range(steps):
    state = lu_solve(factor, vol / dt * state + source.ravel())
target = profile.ravel() - np.sum(vol * profile.ravel()) / vol.sum()
assert np.max(np.abs(state - target)) < 1e-4 * spread

# ---- small hemispherical sink of radius r0 ----
r0 = 1.0                      # nm
inner = r0 / R
edges_sink = np.geomspace(inner, 1, 61)
v_sink, k_sink, cap_sink = hemisphere(edges_sink, 12, 0)
s_sink = np.zeros(v_sink.shape)
s_sink[-1] += cap_sink
s_sink[0] -= cap_sink
p = steady(k_sink, s_sink)
drop = (p[-1].mean() + (edges_sink[-1] - edges_sink[-2]) / 2
        - p[0].mean() + (edges_sink[1] - edges_sink[0]) / 2 / inner**2)
assert abs(drop / (1 / inner - 1) - 1) < 0.01    # grid error of graded cells

# ---- worked example ----
layer_density = n_s * h
J = layer_density / t_layer
dc = J * L / D
content = layer_density / (c * L)
relative = content * t_mix / t_layer
dc_hemi = spread * J * R / D
assert dc_hemi < dc and relative < 1e-3
t_min = content * t_mix
atoms_layer = layer_density * np.pi * R**2
atoms_drop = c * 2 * np.pi * R**3 / 3
stock = atoms_layer / atoms_drop
Q = atoms_layer / t_layer
sink_relative = Q / (2 * np.pi * D) * (1 / r0 - 1 / R) / c
t_burst = 1e3                 # us
burst_relative = relative * t_layer / t_burst
burst_sink = sink_relative * t_layer / t_burst
assert burst_sink < 0.1
peclet = h / t_layer * L / D
T, viscosity, radius = 900.0, 1e-3, 0.15e-9
D_se = k_B * T / (6 * np.pi * viscosity * radius)
L_limit = np.sqrt(D * t_layer) / 1e3
D_limit = L**2 / t_layer * 1e-12
x_limit = layer_density * L / (D * t_layer * n_liquid)

print(f"Droplet diameter L: {L:.0f} nm; radius R: {R:.0f} nm")
print(f"Diffusivity D: {D_si:.1e} m^2/s = {D:.0f} nm^2/us")
print(f"Layer time: {t_layer/1e6:.1f} s")
print(f"Mixing time L^2/D: {t_mix:.2f} us")
print(f"Layer time / mixing time: {t_layer/t_mix:.2e}")
print(f"Slab decay time L^2/(pi^2 D): {slab_decay:.3f} us")
print(f"Slab unevenness after L^2/D, numerical: {uneven:.3e}")
print(f"Slab unevenness after L^2/D, 4 exp(-pi^2): {uneven_formula:.3e}")
print(f"Hemisphere root x: {x1:.4f}; x^2: {x1**2:.3f}")
print(f"Lowest rates, m=0,1,2 (D/R^2): " + ", ".join(f"{v:.2f}" for v in lowest))
print(f"Hemisphere slowest decay time: {tau:.3f} us")
print(f"Hemisphere slowest m=0 decay time: {tau_axial:.3f} us")
print(f"Mixing time / slowest decay time: {t_mix/tau:.1f}")
print(f"Liquid atom density: {n_liquid:.0f} nm^-3; As fraction: {fraction:.2f}")
print(f"Dissolved As density c: {c:.2f} nm^-3")
print(f"As density in crystal: {n_s:.0f} nm^-3; layer thickness: {h:.2f} nm")
print(f"As per layer area n_s h: {layer_density:.2f} nm^-2")
print(f"Flux J: {J*1e6:.1f} nm^-2 s^-1")
print(f"Concentration drop J L/D: {dc:.2e} nm^-3")
print(f"Content ratio n_s h/(c L): {content:.3f}")
print(f"Relative drop dc/c: {relative:.2e}")
print(f"Hemisphere spread: {spread:.2f} J R/D (series {series:.2f})")
print(f"Hemisphere relative spread: {dc_hemi/c:.2e}")
print(f"Shortest layer time by diffusion (rough): {t_min:.2f} us")
print(f"As atoms in one layer: {atoms_layer:.2e}")
print(f"As atoms in droplet: {atoms_drop:.2e}")
print(f"Layer / droplet As content: {stock:.2f}")
print(f"Relative drop if stock is not refilled: {relative/(1-stock):.1e}")
print(f"Island sink radius: {r0:.0f} nm; relative drop: {sink_relative:.1e}")
print(f"Burst layer time: {t_burst/1e3:.0f} ms; relative drop: {burst_relative:.1e}")
print(f"Burst into island sink, relative drop: {burst_sink:.1e}")
print(f"Growth speed: {h/t_layer*1e6:.1f} nm/s; Peclet number: {peclet:.1e}")
print(f"Stokes-Einstein inputs: {T:.0f} K, {viscosity*1e3:.0f} mPa s, {radius*1e9:.2f} nm")
print(f"Stokes-Einstein diffusivity: {D_se:.1e} m^2/s")
print(f"Droplet size with L^2/D = layer time: {L_limit:.0f} um")
print(f"Diffusivity with L^2/D = layer time: {D_limit:.1e} m^2/s")
print(f"As fraction with dc = c at this layer time: {x_limit:.1e}")
print("verified")
```

Running it gives:

```
Droplet diameter L: 50 nm; radius R: 25 nm
Diffusivity D: 1.0e-09 m^2/s = 1000 nm^2/us
Layer time: 0.1 s
Mixing time L^2/D: 2.50 us
Layer time / mixing time: 4.00e+04
Slab decay time L^2/(pi^2 D): 0.253 us
Slab unevenness after L^2/D, numerical: 2.069e-04
Slab unevenness after L^2/D, 4 exp(-pi^2): 2.069e-04
Hemisphere root x: 2.0816; x^2: 4.333
Lowest rates, m=0,1,2 (D/R^2): 11.16, 4.33, 11.17
Hemisphere slowest decay time: 0.144 us
Hemisphere slowest m=0 decay time: 0.056 us
Mixing time / slowest decay time: 17.3
Liquid atom density: 50 nm^-3; As fraction: 0.01
Dissolved As density c: 0.50 nm^-3
As density in crystal: 22 nm^-3; layer thickness: 0.33 nm
As per layer area n_s h: 7.26 nm^-2
Flux J: 72.6 nm^-2 s^-1
Concentration drop J L/D: 3.63e-06 nm^-3
Content ratio n_s h/(c L): 0.290
Relative drop dc/c: 7.26e-06
Hemisphere spread: 0.72 J R/D (series 0.72)
Hemisphere relative spread: 2.62e-06
Shortest layer time by diffusion (rough): 0.73 us
As atoms in one layer: 1.43e+04
As atoms in droplet: 1.64e+04
Layer / droplet As content: 0.87
Relative drop if stock is not refilled: 5.6e-05
Island sink radius: 1 nm; relative drop: 4.4e-05
Burst layer time: 1 ms; relative drop: 7.3e-04
Burst into island sink, relative drop: 4.4e-03
Growth speed: 3.3 nm/s; Peclet number: 1.6e-07
Stokes-Einstein inputs: 900 K, 1 mPa s, 0.15 nm
Stokes-Einstein diffusivity: 4.4e-09 m^2/s
Droplet size with L^2/D = layer time: 10 um
Diffusivity with L^2/D = layer time: 2.5e-14 m^2/s
As fraction with dc = c at this layer time: 7.3e-08
verified
```
